# When one axis of a hexagonal crystal contracts on heating

## The decision: scan the axes separately or together

A quasi-harmonic calculation of thermal expansion needs free energies at several lattice parameters. For a hexagonal crystal one must decide whether $a$ and $c$ may be scanned separately, each with the other held, or whether the coupled problem must be solved. Separate scans need fewer points, but they discard the stiffness $C_{13}$, and with it possibly the sign of the answer. In the example below, the $a$ axis at 40 K expands by $4.0\times10^{-6}$/K when $c$ is held and contracts by $6.7\times10^{-6}$/K when $c$ is free. Both generalised Grüneisen parameters are positive in either case.

Positive parameters do not by themselves cause contraction. When both are positive, contraction of an axis also requires a positive $C_{13}$ that is large enough for the given ratio of the two thermal pressures.

## Definitions and conventions

The crystal stays hexagonal, is free of external stress, and has its internal atomic coordinates relaxed at each $a$, $c$ and temperature $T$. Let $F(e_a,e_c,T)$ be the Helmholtz free energy of a fixed amount of material of volume $V$, with

$$e_a=\ln(a/a_0),\qquad e_c=\ln(c/c_0).$$

The expansion coefficients are $\alpha_a=de_a/dT$ and $\alpha_c=de_c/dT$ at zero stress. The entropy is $S=-\partial F/\partial T$, and $C=T\,\partial S/\partial T$ is the heat capacity at fixed $a$ and $c$, which is positive. The generalised Grüneisen parameters are

$$\gamma_a=\frac{1}{2C}\left(\frac{\partial S}{\partial e_a}\right)_{e_c,T},\qquad
\gamma_c=\frac{1}{C}\left(\frac{\partial S}{\partial e_c}\right)_{e_a,T}.$$

The factor $1/2$ appears because changing $a$ strains two perpendicular directions at once. Stress is positive in tension. Each in-plane direction contributes work $V\sigma_a\,de_a$, so

$$dF=-S\,dT+2V\sigma_a\,de_a+V\sigma_c\,de_c .$$

Stiffnesses $C_{ij}$ are isothermal. Two combinations recur:

$$A=C_{11}+C_{12},\qquad D=AC_{33}-2C_{13}^2 .$$

## From the free energy to the two expansions

At zero stress $\partial F/\partial e_a=\partial F/\partial e_c=0$ at every temperature. Differentiating these conditions along the equilibrium path gives

$$F_{aa}\alpha_a+F_{ac}\alpha_c+F_{aT}=0,\qquad
F_{ac}\alpha_a+F_{cc}\alpha_c+F_{cT}=0,$$

where subscripts on $F$ denote derivatives. Since $\partial F/\partial T=-S$, the definitions above give

$$F_{aT}=-2C\gamma_a,\qquad F_{cT}=-C\gamma_c .$$

For the second derivatives, add small strains $x=\delta e_a$ and $y=\delta e_c$ to the equilibrium state. The normal strains are $(x,x,y)$, and the free-energy change to second order is

$$\delta F=\frac V2\left[2C_{11}x^2+2C_{12}x^2+4C_{13}xy+C_{33}y^2\right]
=V\left[Ax^2+2C_{13}xy+\tfrac12C_{33}y^2\right].$$

Logarithmic and ordinary strains differ at second order. That difference would multiply the first derivatives of $F$, which vanish here, so it does not alter this result. Therefore

$$F_{aa}=2VA,\qquad F_{ac}=2VC_{13},\qquad F_{cc}=VC_{33}.$$

$V$ and $C_{ij}$ belong to the current equilibrium state, not to a reference state at another temperature.

Define the directional thermal pressures per kelvin

$$p_a=\frac{C\gamma_a}{V},\qquad p_c=\frac{C\gamma_c}{V}.$$

At fixed lattice parameters the stresses change by $-p_a$ and $-p_c$ per kelvin: where the Grüneisen parameter is positive, heating makes a clamped crystal push outwards along that direction. Dividing the first equilibrium equation by $2V$ and the second by $V$ gives

$$A\alpha_a+C_{13}\alpha_c=p_a,\qquad 2C_{13}\alpha_a+C_{33}\alpha_c=p_c. \tag{1}$$

Multiply the first by $C_{33}$, the second by $C_{13}$, and subtract to eliminate $\alpha_c$. Then multiply the second by $A$, the first by $2C_{13}$, and subtract to eliminate $\alpha_a$:

$$\boxed{\alpha_a=\frac{C_{33}p_a-C_{13}p_c}{D},\qquad
\alpha_c=\frac{Ap_c-2C_{13}p_a}{D}.} \tag{2}$$

In compliances, the strain rates $(\alpha_a,\alpha_a,\alpha_c)$ respond to the pressures $(p_a,p_a,p_c)$ as

$$\alpha_a=(S_{11}+S_{12})p_a+S_{13}p_c,\qquad
\alpha_c=2S_{13}p_a+S_{33}p_c .$$

Comparison with (2) gives

$$S_{11}+S_{12}=\frac{C_{33}}D,\qquad S_{13}=-\frac{C_{13}}D,\qquad S_{33}=\frac AD .$$

The mixing of the two pressures is the off-diagonal compliance $S_{13}$.

## Stability and the sign conditions

For normal strains $x_1,x_2,x_3$, write $s=(x_1+x_2)/2$ and $d=(x_1-x_2)/2$. Then $x_1^2+x_2^2=2s^2+2d^2$ and $x_1x_2=s^2-d^2$, so the elastic energy density is

$$u=As^2+(C_{11}-C_{12})d^2+2C_{13}sx_3+\tfrac12C_{33}x_3^2 .$$

Completing the square in $x_3$,

$$u=\frac{C_{33}}2\left(x_3+\frac{2C_{13}}{C_{33}}s\right)^2+\frac D{C_{33}}s^2+(C_{11}-C_{12})d^2 .$$

Stability requires $C_{33}>0$, $D>0$ and $C_{11}>C_{12}$. The first two imply $A>0$, hence $C_{11}>|C_{12}|$. Stability against shear also needs $C_{44}>0$, which does not enter the expansion.

With $D>0$ and both parameters positive, (2) gives

$$\alpha_a<0\iff\frac{\gamma_a}{\gamma_c}<\frac{C_{13}}{C_{33}},\qquad
\alpha_c<0\iff\frac{\gamma_c}{\gamma_a}<\frac{2C_{13}}{A}. \tag{3}$$

If $C_{13}\le0$, neither can hold. If $C_{13}>0$, simultaneous contraction would need

$$\frac A{2C_{13}}<\frac{\gamma_a}{\gamma_c}<\frac{C_{13}}{C_{33}},$$

and hence $AC_{33}<2C_{13}^2$, which stability forbids. At most one axis contracts.

Volume is a separate question. Adding twice $\alpha_a$ to $\alpha_c$,

$$2\alpha_a+\alpha_c=\frac{2p_a(C_{33}-C_{13})+p_c(A-2C_{13})}{D}.$$

This can be negative if $C_{13}>C_{33}$ or $2C_{13}>A$, provided the negative term wins. Both inequalities together would violate $D>0$.

These signs were tested by inverting random stiffness matrices. Moduli were drawn uniformly, in GPa, from 20 to 300 for $C_{11}$, $-100$ to 250 for $C_{12}$, $-100$ to 200 for $C_{13}$ and 10 to 300 for $C_{33}$; both pressures were drawn from 0.1 to 3 in common arbitrary units. Of 9489 stable cases retained, $a$ contracted in 1181, $c$ in 1487, both in none, and the volume in 134. The frequencies reflect the sampling ranges, not the abundance of such materials.

## What pulls the axis inwards

The first equation of (1) can be rearranged as

$$\alpha_a=\frac{p_a}{A}-\frac{C_{13}}A\alpha_c. \tag{4}$$

The first term is the expansion of $a$ with $c$ held, positive when $\gamma_a>0$. The second is the lateral contraction caused by stretching $c$. The $a$ axis shrinks when this pull exceeds its own thermal push.

The term $p_a/A$ differs from the compliance term $(S_{11}+S_{12})p_a$. The former holds $c$ fixed; the latter applies the in-plane pressure alone and lets $c$ respond. Either split is valid, but their terms must not be mixed.

## Obtaining the parameters from phonons

In the quasi-harmonic approximation, frequencies depend on the lattice parameters but not explicitly on temperature. Any shift of the internal coordinates with temperature at fixed $a$ and $c$ is neglected here. The entropy $s_k$ of mode $k$ depends only on $\omega_k/T$, so

$$\frac{\partial s_k}{\partial\ln\omega_k}=-\frac{\partial s_k}{\partial\ln T}=-c_k,$$

where $c_k$ is its heat capacity. Define

$$\gamma_{a,k}=-\frac12\frac{\partial\ln\omega_k}{\partial\ln a},\qquad
\gamma_{c,k}=-\frac{\partial\ln\omega_k}{\partial\ln c}.$$

The chain rule gives $\partial S/\partial e_a=2\sum_kc_k\gamma_{a,k}$ and $\partial S/\partial e_c=\sum_kc_k\gamma_{c,k}$. Hence

$$\gamma_a=\frac{\sum_kc_k\gamma_{a,k}}{\sum_kc_k},\qquad
\gamma_c=\frac{\sum_kc_k\gamma_{c,k}}{\sum_kc_k}. \tag{5}$$

Substitution into (2) shows what each mode contributes:

$$\alpha_a=\frac1{VD}\sum_kc_kn_k,\qquad n_k=C_{33}\gamma_{a,k}-C_{13}\gamma_{c,k}. \tag{6}$$

A mode with $n_k<0$ favours contraction of $a$ even if both its parameters are positive. As temperature changes the weights $c_k$, the sign of $\alpha_a$ can change at fixed stiffness.

## Worked example: a film on a cryogenic chip

The model is a metal film with its $c$ axis normal to the chip. It has $C_{11}=160$, $C_{12}=35$, $C_{13}=50$ and $C_{33}=60$ GPa, and a volume of 0.015 nm³ per atom. Thus

$$A=195\ \mathrm{GPa},\qquad D=195(60)-2(50)^2=6700\ \mathrm{GPa^2}.$$

The compliances $S_{11}+S_{12}$, $S_{13}$ and $S_{33}$ are 8.955, $-7.463$ and 29.104 TPa$^{-1}$. By (3), $a$ contracts when $\gamma_a/\gamma_c<0.833$.

Each atom has one 8 meV mode with $(\gamma_{a,k},\gamma_{c,k})=(0.5,2.5)$ and two 20 meV modes with $(2.4,1.6)$. They are Einstein modes, with

$$c_k=k_B\left[\frac{x_k/2}{\sinh(x_k/2)}\right]^2,\qquad x_k=\frac{\hbar\omega_k}{k_BT}.$$

**At 40 K**, the heat capacity is $0.855k_B$ per atom, or $C/V=0.787$ MPa/K. The soft mode carries 76 % of this heat capacity, so both averages lie closer to its parameters than to those of the stiff modes: $\gamma_a=0.955$ and $\gamma_c=2.285$, with ratio 0.418. The thermal pressures are $p_a=0.751$ and $p_c=1.798$ MPa/K. Since 1 MPa/TPa is $10^{-6}$,

$$\alpha_a=(8.955\times0.7513-7.463\times1.7978)\times10^{-6}
=-6.69\times10^{-6}\ \mathrm{K^{-1}},$$

$$\alpha_c=(29.104\times1.7978-2\times7.463\times0.7513)\times10^{-6}
=41.1\times10^{-6}\ \mathrm{K^{-1}}.$$

The volume expands by $27.7\times10^{-6}$/K. Equation (4) gives the same $\alpha_a$ as $3.85-10.54=-6.69$, in units of $10^{-6}$/K.

**At 300 K**, the stiffer modes are almost fully active. Now $\gamma_a=1.749$ and $\gamma_c=1.908$, with ratio 0.917, above the threshold. The own and cross terms in $\alpha_a$ are 41.74 and $-37.95$, leaving $3.79\times10^{-6}$/K, while $\alpha_c=78.5\times10^{-6}$/K.

Equation (6) locates the sign change. The soft mode has $n=60(0.5)-50(2.5)=-95$ GPa; each stiff mode has $n=60(2.4)-50(1.6)=64$ GPa. With $c_s$ and $c_h$ their respective heat capacities per mode,

$$\alpha_a=\frac{-95c_s+128c_h}{VD},$$

with the numerical coefficients in GPa. It vanishes at $c_h/c_s=0.742$, reached at 110 K. There is one crossing in this fixed-parameter model: for an Einstein mode $d\ln c_k/d\ln T=x_k\coth(x_k/2)-2$, which increases with $x_k$, so $c_h/c_s$ rises steadily with temperature. In the high-temperature limit both heat capacities approach $k_B$, and the numerator becomes $+33k_B$.

**Contraction along $c$** occurs with the same stiffnesses but three 15 meV modes having $\gamma_a=2.0$ and $\gamma_c=0.8$. Their ratio $\gamma_c/\gamma_a=0.4$ lies below $2C_{13}/A=0.513$. At 300 K, $\alpha_a=32.1\times10^{-6}$/K and $\alpha_c=-17.6\times10^{-6}$/K.

## Comparison with direct minimisation

An independent calculation minimised the static elastic energy plus the vibrational free energy at neighbouring temperatures, then differentiated the equilibrium strains. At 40 K it gave $\alpha_a=-6.72\times10^{-6}$/K and $\alpha_c=41.5\times10^{-6}$/K; at 300 K, 3.79 and $78.5\times10^{-6}$/K. When current volumes, stiffnesses and frequencies were put into (2), it passed a test against these derivatives at a relative tolerance of $10^{-6}$. Used in this way, (2) still puts the sign change at 110 K.

The small differences from the hand calculation come from zero-point and thermal strains and the vibrational part of the stiffness. The static energy is quadratic in logarithmic strain and the mode parameters are constant, so this agreement does not measure the effect of higher static anharmonicity.

Minimisation also tests the mechanism. At 40 K, holding $c$ at its equilibrium value gives $\alpha_a=3.96\times10^{-6}$/K. Freeing $c$ but setting the static $C_{13}$ to zero, with all other model parameters unchanged, gives $3.94\times10^{-6}$/K. Contraction disappears in both cases.

## Stress in the attached film

Let a rigid substrate impose the in-plane expansion $\alpha_s$ while the film surface remains free. Near zero stress,

$$\frac{d\sigma_a}{dT}=A\alpha_s+C_{13}\frac{de_c}{dT}-p_a,\qquad
0=2C_{13}\alpha_s+C_{33}\frac{de_c}{dT}-p_c .$$

Solving the second equation for $de_c/dT$ and inserting it into the first,

$$\frac{d\sigma_a}{dT}=\left(A-\frac{2C_{13}^2}{C_{33}}\right)\alpha_s-\left(p_a-\frac{C_{13}}{C_{33}}p_c\right)
=M(\alpha_s-\alpha_a),$$

where $M=D/C_{33}=111.7$ GPa. The last equality follows from (2). For $\alpha_s=0$, heating at 40 K creates tension at 0.75 MPa/K. A film stress-free at 20 K reaches about 38 MPa at the sign change; further heating reduces the tension.

## Range of use and size of omitted effects

The elastic constants and volume are rough values for the class of hexagonal metals with a soft $c$ axis. The mode parameters were chosen to separate the two directions clearly and represent no particular element. The two-frequency spectrum is also a strong simplification. Replacing each Einstein mode by a Debye branch of equal mean-square frequency changes $\alpha_a$ at 40 K from $-6.7$ to $-5.8\times10^{-6}$/K, but at 10 K from $-0.1$ to $-0.5\times10^{-6}$/K. The Einstein result should not be used at 10 K. The same replacement lowers the film stress built up between 20 K and the sign change from 38 to 33 MPa, and moves the sign change from 110 to 107 K. A free-electron estimate with two electrons per atom, and both electronic Grüneisen parameters equal to 2/3, adds $0.003\times10^{-6}$/K at 40 K. The two directions nearly cancel in this value. With unequal parameters of 0 and 2, in either order, the contribution would be 0.05 to $0.06\times10^{-6}$/K in size, about 1 % of $\alpha_a$ or less.

The result is also sensitive to $C_{33}$, which thermal softening can reduce. Lowering $C_{33}$ by 10 %, with the other parameters held, changes $\alpha_a$ to $-8.9\times10^{-6}$/K at 40 K and to $-0.5\times10^{-6}$/K at 300 K. The contraction at 40 K survives, but the positive sign at 300 K does not: it requires $C_{33}>C_{13}\gamma_c/\gamma_a=54.6$ GPa. Frequency shifts from phonon-phonon interaction at fixed lattice parameters lie outside the model and have not been sized.

A real substrate also expands or contracts. A rough $\alpha_s=10^{-6}$/K would add 10 MPa of tension between 20 K and the sign change; the opposite sign would subtract it. The 38 MPa lies below an assumed film yield stress of 100 MPa, but a real film need not be stress-free at 20 K. For $\alpha_s=0$, elastic cooling from a stress-free state at 300 K to 110 K adds less than about 80 MPa of tension, since $M\alpha_a$ does not exceed 0.43 MPa/K over that interval; the integral is 56 MPa. This holds only for the parameters chosen: raising $C_{33}$ by 10 % gives 126 MPa and lowering $C_{13}$ by 10 % gives 133 MPa, both above the assumed yield stress. Deposition stress comes on top, so yielding must be judged from the whole thermal history.

## Implementation notes

1. **Relax both axes.** Fit $F(a,c,T)$ on a two-dimensional grid, or compute the quantities in (2) at the current equilibrium state. Separate scans suffice for $\alpha_a$ when $|C_{13}\alpha_c|\ll p_a$, and for $\alpha_c$ when $|2C_{13}\alpha_a|\ll p_c$.

2. **Keep the factor of two.** A scan of $a$ gives $-\partial\ln\omega/\partial\ln a=2\gamma_{a,k}$. Using this slope as $\gamma_{a,k}$ at 40 K would change $C_{33}\gamma_a-C_{13}\gamma_c$ from $-56.9$ to $+0.3$ GPa and lose the contraction.

3. **Match the heat capacity to the stiffness.** At constant entropy, $dT=-T(2\gamma_a\,de_a+\gamma_c\,de_c)$. The extra stresses $-p_a\,dT$ and $-p_c\,dT$ raise $A$, $C_{13}$ and $C_{33}$ by $2Tp_a\gamma_a$, $Tp_a\gamma_c$ and $Tp_c\gamma_c$. Because $p_a\gamma_c=p_c\gamma_a$, these changes cancel in both numerators of (2), while $D$ increases. Adiabatic stiffnesses combined with the fixed-lattice $C$ therefore preserve the signs but underestimate the magnitudes. At 300 K, $D$ rises by 4.9 % in this example.

4. **Check the margin in (3), not just the sign.** Near a threshold $\alpha_a$ is a small difference of large terms, and modest errors in $C_{13}$, $C_{33}$ or the mode parameters can reverse it.

The numerical output below gives most of these values with more digits.

## Computed values

```
C11, C12, C13, C33: 160, 35, 50, 60 GPa
Volume per atom: 0.015 nm^3
Mode group: 1 per atom, 8 meV, g_a 0.5, g_c 2.5
Mode group: 2 per atom, 20 meV, g_a 2.4, g_c 1.6
A = C11+C12: 195 GPa;  D: 6700 GPa^2
S11+S12: 8.955 /TPa
S13: -7.463 /TPa;  S33: 29.104 /TPa
a contracts if g_a/g_c < 0.8333
c contracts if g_c/g_a < 0.5128
-- 40 K: C per atom 0.8549 k, C/V 0.7869 MPa/K
g_a 0.9548, g_c 2.2846, g_a/g_c 0.4179
Thermal pressures a, c: 0.7513, 1.7978 MPa/K
alpha_a own part: 6.728 e-6/K
alpha_a cross part: -13.416 e-6/K
alpha_a, alpha_c formula: -6.688, 41.110 e-6/K
alpha_a, alpha_c minimised F: -6.717, 41.476 e-6/K
Volume expansion, formula: 27.734 e-6/K
-- 300 K: C per atom 2.8952 k, C/V 2.6649 MPa/K
g_a 1.7490, g_c 1.9084, g_a/g_c 0.9165
Thermal pressures a, c: 4.6607, 5.0856 MPa/K
alpha_a own part: 41.738 e-6/K
alpha_a cross part: -37.952 e-6/K
alpha_a, alpha_c formula: 3.786, 78.450 e-6/K
alpha_a, alpha_c minimised F: 3.791, 78.462 e-6/K
Volume expansion, formula: 86.022 e-6/K
40 K, c held, minimised F: alpha_a 3.962 e-6/K
40 K, static C13=0: alpha_a 3.940 e-6/K
Sign change of alpha_a, formula: 110.2 K
Sign change of alpha_a, minimised F: 109.7 K
Second set: 3 modes, 15 meV, g_a 2.0, g_c 0.8
300 K second set alpha_a, alpha_c: 32.061, -17.634 e-6/K
Same, minimised F: 32.065, -17.636 e-6/K
Film modulus M: 111.67 GPa
Film stress rate at 40 K, minimised F: 0.748 MPa/K
Stress from 20 K to sign change: 37.9 MPa
Same, minimised F: 37.5 MPa
Random stable crystals: 9489
a contracts 1181, c contracts 1487, both 0
Volume contracts: 134
10 K alpha_a Einstein, Debye: -0.105, -0.536 e-6/K
40 K alpha_a Einstein, Debye: -6.688, -5.797 e-6/K
40 K free-electron part of alpha_a: 0.0033 e-6/K
C33 lowered by 10 %:
  alpha_a at 40 K: -8.918 e-6/K
  alpha_a at 300 K: -0.470 e-6/K
Rough substrate expansion: 1.0 e-6/K
Its stress over the same range: 10.1 MPa
Rough film yield stress: 100 MPa
```
